Spreading of a Carrier on a Chain with Random Forces

**Problem**

A single carrier hops between neighbouring sites of a long chain with spacing a. The site energies are U_i. The steps s_i = U_{i+1} − U_i are independent random numbers with zero mean and finite variance σ², so the force −s_i/a on each bond is independent of the others. With θ the thermal energy, the hop rates are

w(i → i±1) = ν exp[−(U_{i±1} − U_i)/(2θ)].

Here ν is the hop rate on a flat chain. Atomic units with k_B = 1 are used in the algebra, so the carrier has unit charge.

(a) Estimate how far the carrier gets in a time t.
(b) Find the leading coefficients of the mean distance and mean square distance, averaged over landscapes.
(c) Evaluate the result after 1 ms, 1 s and 1000 s for a = 1 nm, σ = 0.05 eV, a flat-chain mobility of 10⁻⁶ cm²/Vs and 300 K.
(d) How large a mean field spoils the result?

**Solution**

**(a) Barriers and times**

The energy difference across n bonds is a sum of n independent steps. The cross terms in its square average to zero, which leaves

⟨(U_n − U_0)²⟩ = nσ².

Energies measured in units of σ√n approach a Brownian path with no parameter left. The largest climb met within a distance L is therefore σ√(L/a) times a random number of order one. In sampled walks with steps of ±σ the mean largest climb is 16.8σ over 200 sites and 34.6σ over 800 sites, close to a doubling for four times the distance.

To connect a climb with a time, put a reflecting wall at site 0. Let τ_k be the mean time to go from site k to its first arrival at k+1, and write w_k⁺ and w_k⁻ for the rates to the right and left. The carrier waits a mean time 1/(w_k⁺ + w_k⁻). If it then steps left, it must first return to k and start again:

τ_k = [1 + w_k⁻(τ_{k−1} + τ_k)]/(w_k⁺ + w_k⁻).

Multiplying out and cancelling w_k⁻τ_k gives

w_k⁺τ_k = 1 + w_k⁻τ_{k−1}.

Multiply this by p_k = exp(−U_k/θ). With Ū_k = (U_k + U_{k+1})/2, the rates give

w_k⁺p_k = ν exp(−Ū_k/θ) and w_k⁻p_k = w_{k−1}⁺p_{k−1}.

The second relation is detailed balance. The quantity w_k⁺p_kτ_k therefore grows by p_k at each site, starting from p_0 at the wall, and equals p_0 + … + p_k. Dividing by w_k⁺p_k and adding the times for k = 0 to N−1, where N = L/a, gives

νT = Σ_{k<N} Σ_{j≤k} exp[(Ū_k − U_j)/θ].

The double sum has N(N+1)/2 positive terms. If S is the largest value of Ū_k − U_j, the sum is at least its largest term and at most that term times the number of terms:

S ≤ θ ln(νT) ≤ S + θ ln[N(N+1)/2].

The climb S grows as √N, while the last term grows only as ln N. At large distance the largest climb sets the logarithm of the time. In a time t the carrier can pass climbs up to about

Γ = θ ln(νt).

Equating this to the typical largest climb, σ√(L/a) = Γ, and solving for L gives the estimate

ℓ(t) = a(Γ/σ)² = a(θ/σ)² ln²(νt).

This is Sinai's law. It requires ln(νt) ≫ 1 and Γ ≫ σ, so that a limiting climb contains many steps.

Weak disorder, σ ≪ θ, needs a further condition. The carrier diffuses almost freely until the climbs reach θ, at a distance a(θ/σ)². Setting the free result 2νta² equal to the square of that distance gives the crossover time

t_c ≈ (θ/σ)⁴/(2ν).

Blocks of (θ/σ)² sites then act as new sites with steps of order θ and a hop rate of order 1/t_c. The estimate becomes ℓ ≈ a(θ/σ)² ln²(t/t_c), valid only when ln(t/t_c) ≫ 1. This limit is approached slowly: for σ/θ = 0.3 and t near 1000 t_c, the estimate is still more than twice the mean distance.

It is essential that the energy differences keep growing with distance, as they do for independent forces. If instead the site energies are independent, with finite averages of the exponentials above, the average term of the double sum does not grow with distance. Then T grows as L², as in ordinary diffusion.

**(b) The coefficients**

Keep only those maxima and minima of the landscape that are separated by climbs or descents of at least Γ. Suppose the carrier starts on a stretch between a retained maximum and the next retained minimum. On the way down, no counter-climb reaches Γ, so the lower end is reached within t. The upper end is the highest point of the stretch, so leaving over it costs more than going down. From the lower end, both ways out require a climb of at least Γ. To leading order the carrier is therefore found near the lower end.

The length l of such a stretch, counted in sites, follows from scanning the landscape from left to right. Once the path has fallen Γ below a maximum, that maximum is confirmed, and the path is at its lowest point since then. Let h be the height above the running minimum. It starts at zero, is reflected there, and confirms the next minimum when it reaches Γ.

Each interval between confirmations splits at its extremum into an earlier part A and a final part B of size Γ. At every new record the path starts afresh, so A and B are independent. The distance between neighbouring extrema is B from one interval plus A from the next. In the Brownian limit climbs and descents are equivalent, so l has the same distribution as A + B, the number of sites that h needs to reach Γ.

Measure h in units of Γ, with y = h/Γ, and lengths in units of (Γ/σ)² sites. Let M_n(y) be the mean nth power of the remaining length. Advancing by a small length dz changes M_n by ½M_n″dz through the random steps, while the length already covered contributes nM_{n−1}dz. The two must cancel:

½M_n″ = −nM_{n−1}, M_n′(0) = 0, M_n(1) = 0, M_0 = 1.

The first condition is the reflection; the second says that nothing remains at the top. Integrating twice for each n gives

M_1 = 1 − y²

M_2″ = −4 + 4y², so M_2 = 5/3 − 2y² + y⁴/3

M_3″ = −10 + 12y² − 2y⁴, so M_3 = 61/15 − 5y² + y⁴ − y⁶/15.

At y = 0 the moments are ⟨l⟩ = 1, ⟨l²⟩ = 5/3 and ⟨l³⟩ = 61/15.

A given starting site falls on a stretch of length l with a probability proportional to l times the frequency of such stretches. Its distance from the lower end is uniform between 0 and l, with mean l/2 and mean square l²/3. Since the unit of length, (Γ/σ)² sites, is ℓ,

⟨|x|⟩ = ℓ⟨l²⟩/(2⟨l⟩) = (5/6)ℓ

⟨x²⟩ = ℓ²⟨l³⟩/(3⟨l⟩) = (61/45)ℓ².

These averages describe differences between landscapes more than a broad cloud in one landscape. Numerical solutions of the hopping equations with normally distributed steps and σ/θ = 2 show this. At ln(νt) = 20, a fraction 0.77 of the probability lies within 0.1ℓ of the predicted valley bottom; at ln(νt) = 40 the fraction is 0.88. Using bottoms taken from other landscapes at the later time gives 0.05.

**(c) Numbers**

At 300 K, θ = 0.02585 eV. On a flat chain the diffusion coefficient is D = νa², and the Einstein relation gives D = μθ/e in ordinary units. Hence

ν = (10⁻⁶ cm²/Vs)(0.02585 V)/(10⁻⁷ cm)² = 2.585 × 10⁶ s⁻¹.

After 1 s, ln(νt) = 14.77 and Γ = 0.02585 × 14.77 = 0.382 eV. The estimate is

ℓ = (1 nm)(0.382/0.05)² ≈ 58 nm, or 583 Å.

The table compares the leading average with a numerical average over 2000 landscapes with normally distributed steps. The last column is √(2νt)a, the rms displacement on a flat chain with the same ν.

| t | ln(νt) | ℓ (nm) | 5ℓ/6 (nm) | numerical mean distance (nm) | flat-chain rms (nm) |
|---|---|---|---|---|---|
| 1 ms | 7.86 | 16.5 | 13.8 | 18.0 | 72 |
| 1 s | 14.77 | 58.3 | 48.6 | 56.8 | 2274 |
| 1000 s | 21.67 | 125.6 | 104.6 | 114.0 | 71905 |

A millionfold increase in time raises the numerical mean distance about sixfold; on the flat chain the rms displacement rises a thousandfold. The numerical means exceed 5ℓ/6 by about 30%, 17% and 9% of that value. Adding 1.1 to ln(νt) before squaring reproduces all three means within the sampling error of roughly 2%. The leading estimate does not fix such a constant beside the logarithm, and its origin was not examined here.

**(d) A mean field**

A mean field F tilts the landscape by Fℓ over the distance reached. It competes with the random barriers when Fℓ ≈ Γ, which gives

F* = Γ/ℓ = σ²/[aθ ln(νt)].

After 1 s this is 0.382 V/58.3 nm, or 0.0655 MV/cm. In the numerical solution at this fixed time, ⟨x⟩/⟨|x|⟩ is 0.15 (sampling error about 0.03) for a field of 0.1F* and 0.92 for F*. Since F* falls with time, a fixed mean field eventually spoils the ln² law, however small it is. What follows need not be drift. For normally distributed steps, each further bond multiplies the average term of the double sum in (a) by exp(−Fa/θ + σ²/2θ²). The mean time per site is finite, and the velocity nonzero, only if this factor is below one, that is for F > σ²/(2aθ), which is 0.048 V/nm here. Below that field the carrier creeps as t^κ with κ = 2Faθ/σ². For a field fixed at the 1 s value of F*, κ = 0.135, and the mean displacement grows only about fourfold between 1 s and 1000 s.

**Relation to a real film**

The parameters resemble those of films of tris(8-hydroxyquinoline)aluminium, whose spontaneous polarisation corresponds very roughly to 0.05 V/nm. The mobility is also a rough value. The model needs a designed stack in which the polarisation of successive layers varies at random about zero. An ordinary polar film tends to keep one sense; unless interface charge compensates it, a mean field of 0.05 V/nm would be nearly eight times F*, and the ln² law would be lost. With random steps of the same σ still present, this field lies only just above the 0.048 V/nm needed for a finite velocity. The carrier would cross 400 nm in about 0.3 ms, against 0.07 ms on an ordered chain. Across a 400 nm stack, F* corresponds to 2.6 V, so a bias or contact difference of 1 V is already 0.4F*.

The steps add up because a wide dipole sheet shifts the potential on its far side permanently. For a uniform disc of radius R, the solid angle seen from its axis leaves a fraction 1 − ℓ/√(ℓ² + R²) of the step at distance ℓ. This is 0.94 for R = 1000 nm and ℓ = 58 nm. Well beyond the domain width, the barriers grow much more slowly than the square root of distance, and the law fails.

Other omissions can be sized for the 1 s case:

- **Tunnelling:** if the hop rate falls by exp(−10) per extra nanometre, a direct hop reaches about 2.5 nm even without an energy cost. It can skip one layer, but not a climb spread over tens of layers.
- **Motion within a layer:** with the same mobility in the plane, a carrier could spread by about 2 μm along each in-plane direction in 1 s and leave a domain of radius 1000 nm. Treating the stack as a single chain requires wider domains or slower in-plane motion.
- **Other carriers:** for a relative permittivity of 3, a sheet density of 1.1 × 10¹¹ cm⁻² makes the fields on its two sides differ by F*. The single-carrier result needs a much lower density.
- **Film edges:** for a start in the middle of a 400 nm stack, 2 to 3% of the probability lies beyond the half-width in the long-chain solution. Contacts held at equal potential also force the steps, including the compensating field, to sum to zero across the film. With reflecting edges and this constraint, the mean distance is roughly 15% below the long-chain value, mostly because of the constraint.
- **Site-energy disorder:** amorphous organic films also have random site energies with a spread of the order of 0.1 eV, which the model leaves out. Adding independent site energies while holding the long-time mobility of the chain without steps fixed raises the mean distance from about 56 nm to 64 nm for a spread of 0.05 eV and to 97 nm for 0.1 eV. The numbers in (c) are therefore not predictions for such a film.
- **Hop rate:** a tenfold larger ν adds 2.3 to the logarithm and raises ℓ by about a third.
- **Temperature:** at 350 K with the mobility held fixed, ℓ rises from 58 to 81 nm. A mobility that increases with temperature would raise it further.

The rms local field, 0.5 MV/cm, is below the rough breakdown scale of a few MV/cm for good organic films.

Values computed for the example and the checks

```
Solver error against matrix exponential: 1.3e-05
First-passage sum, largest relative error: 5.3e-10
Mean largest climb, 200 sites: 16.76 sigma
Mean largest climb, 800 sites: 34.61 sigma
Climb ratio for fourfold distance: 2.066
Walk <|x|> coefficient: 0.832 (5/6 = 0.833)
Walk <x^2> coefficient: 1.358 (61/45 = 1.356)
Master-equation tests use sigma/kT = 2.0
normal steps, ln(nu t) = 20: <|x|> = 95.4 sites, leading law 83.3 sites
normal steps, ln(nu t) = 30: <|x|> = 204.1 sites, leading law 187.5 sites
normal steps, ln(nu t) = 40: <|x|> = 348.4 sites, leading law 333.3 sites
normal steps, slope over predicted: 0.974
two-valued steps, ln(nu t) = 20: <|x|> = 91.8 sites, leading law 83.3 sites
two-valued steps, ln(nu t) = 30: <|x|> = 197.1 sites, leading law 187.5 sites
two-valued steps, ln(nu t) = 40: <|x|> = 350.9 sites, leading law 333.3 sites
two-valued steps, slope over predicted: 1.002
Probability near valley bottom, ln(nu t)=20: 0.769
Probability near valley bottom, ln(nu t)=40: 0.881
Same with bottoms of other landscapes: 0.050
Independent site energies, <x^2> ratio for 4t: 3.71
Example: spacing 1.0 nm, rms step 0.050 eV
Mobility 1.0e-06 cm2/Vs, temperature 300 K
kT = 0.02585 eV, sigma/kT = 1.934
Hop rate nu = 2.585e+06 1/s
t = 0.001 s: ln(nu t) = 7.86, barrier = 0.203 eV
  ell = 16.5 nm, (5/6) ell = 13.8 nm
  master equation <|x|> = 18.0 nm, flat-chain rms = 72 nm
t = 1 s: ln(nu t) = 14.77, barrier = 0.382 eV
  ell = 58.3 nm, (5/6) ell = 48.6 nm
  master equation <|x|> = 56.8 nm, flat-chain rms = 2274 nm
t = 1000 s: ln(nu t) = 21.67, barrier = 0.560 eV
  ell = 125.6 nm, (5/6) ell = 104.6 nm
  master equation <|x|> = 114.0 nm, flat-chain rms = 71905 nm
Main result at 1 s: ell = 583 angstrom
Critical mean field at 1 s: 0.0655 MV/cm
Critical voltage over 400 nm film: 2.62 V
<x>/<|x|> at 0.1 of critical field: 0.153
<x>/<|x|> at critical field: 0.915
Rms local field: 0.50 MV/cm
Hop-rate decay input: 10 1/nm
Direct tunnelling reach in 1 s: 2.48 nm
Step kept at distance ell, domain radius 1000 nm: 0.942
Screening sheet density, relative permittivity 3: 1.09e+11 1/cm2
Probability beyond film half-width at 1 s: 0.0263
ell at 350 K and 1 s, same mobility: 81.0 nm
```
